# Why the germanium 006 resonant reflection grows on heating

**Q:** I tune to the germanium K edge and measure the 006 reflection, which is forbidden away from resonance. On heating, ordinary reflections weaken, but this one gets stronger. First, why is it forbidden, and what does resonance add?

**A:** Diamond-structure germanium has two sublattices, A and B. Let $\mathbf Q=\mathbf k'-\mathbf k$ be the scattering vector, along the cubic $z$ axis, and let an atom at $\mathbf r$ contribute with phase $e^{-i\mathbf Q\cdot\mathbf r}$. A B atom lies $a/4$ higher than an A atom, so its phase is $e^{-i(12\pi/a)(a/4)}=e^{-3\pi i}=-1$. The face-centring translations shift $z$ by $0$ or $a/2$ and give $+1$. With four atoms of each kind in the cubic cell,
$$F=4(f_A-f_B).$$
Inversion turns an A site into a B site, so $f_B(Q)=f_A(-Q)$. The A site also has a fourfold rotoinversion, $(x,y,z)\to(y,-x,-z)$, which reverses $Q$. A scalar amplitude therefore obeys $f_A(-Q)=f_A(Q)$ and cancels. This includes the scalar effects of bond charge and of anharmonic motion.

At resonance the amplitude is a tensor, $e'^*_i f_{ij}e_j$. The twofold axis along $z$ removes $f_{xz}$ and $f_{yz}$. The mirror that exchanges $x$ and $y$ gives $f_{xx}=f_{yy}$ and $f_{xy}=f_{yx}$. The rotoinversion then gives
$$f_{xx}(-Q)=f_{yy}(Q)=f_{xx}(Q),\quad f_{zz}(-Q)=f_{zz}(Q),\quad f_{xy}(-Q)=-f_{xy}(Q).$$
The diagonal parts cancel between the sublattices and the $xy$ part adds, so $F_{xy}=8f_{xy}$. We need a contribution to $f_{xy}$ that is odd in $Q$.

**Q:** A dipole-quadrupole transition can supply one without any thermal motion. What does it look like?

**A:** Expand the photon operator about the nucleus: $O=\mathbf e\cdot\mathbf r\,(1+\tfrac i2\mathbf k\cdot\mathbf r)$ for absorption, and $O'^\dagger=\mathbf e'^*\cdot\mathbf r\,(1-\tfrac i2\mathbf k'\cdot\mathbf r)$ for emission. Let $G=(E+i\Gamma/2-H)^{-1}$ be the propagator of the excited electron, with $\Gamma$ the full level width. The terms with one dipole and one quadrupole factor are
$$\tfrac i2\left[k_m\langle s|r_iG\,r_jr_m|s\rangle-k'_m\langle s|r_ir_mG\,r_j|s\rangle\right].$$

I use a local model with three $p$ levels and the three $d$ levels $yz$, $zx$, $xy$; the other two $d$ levels do not mix with $p$ at a tetrahedral site. Amplitudes are in units of the squared dipole matrix element, and $q$ is the quadrupole matrix element divided by the dipole one, a length. The tetrahedral field couples $p_x$ to $d_{yz}$, and cyclically, so $G$ has an element $g_{pd}$ between these partners. The first matrix element is then $q\,g_{pd}|\epsilon_{ijm}|$, where $|\epsilon_{ijm}|$ is 1 if the three indices differ and 0 otherwise. In a nonmagnetic crystal $G$ is symmetric in real orbitals, so the second matrix element has the same value. Hence
$$f_{ij}^{DQ}=\tfrac i2q\,g_{pd}|\epsilon_{ijm}|(k_m-k'_m)=-\tfrac i2q\,g_{pd}|\epsilon_{ijm}|Q_m,$$
$$f_{xy}^{DQ}=-iQ\,\frac q2\,g_{pd}.$$
On a B site the $p$-$d$ coupling has the opposite sign, as $F_{xy}=8f_{xy}$ requires.

**Q:** Could this term grow with temperature?

**A:** Not through nuclear position. If the nucleus is displaced by $\mathbf u_0$, the amplitude acquires the factor $e^{-iQu_{0z}}$. For harmonic motion its average is $e^{-W}$, with $W=Q^2\langle u_z^2\rangle/2$. At fixed photon energy the static term's intensity therefore varies as $e^{-Q^2\langle u_z^2\rangle}$, which falls on heating. Growth needs a coefficient that itself rises with temperature.

**Q:** How can thermal motion provide one? The average site is still tetrahedral.

**A:** The excited level lives for about $\hbar/\Gamma=0.22$ fs in the example below, while an optical vibration takes 111 fs. The photon meets an almost frozen, distorted site. The distortion mixes $p_x$ with $p_y$ through a matrix element $\delta H_{xy}$. To first order $\delta G=G\,\delta H\,G$, and keeping the change of the $p$ levels gives $\delta G_{xy}=g_p^2\,\delta H_{xy}$, where $g_p$ is the diagonal $p$ element of the static $G$.

The average of $\delta H_{xy}$ alone vanishes. What we measure, however, is its average with the phase $e^{-iQu}$, where $u=u_{0z}$. For jointly Gaussian variables of zero mean, write $\delta H_{xy}=\frac{\langle\delta H_{xy}u\rangle}{\langle u^2\rangle}u+\rho$. The remainder $\rho$ is uncorrelated with $u$, hence independent of it, and averages to zero. For the other part,
$$\langle u\,e^{-iQu}\rangle=i\frac{d}{dQ}e^{-Q^2\langle u^2\rangle/2}=-iQ\langle u^2\rangle e^{-W}.$$
Therefore
$$\langle\delta H_{xy}e^{-iQu}\rangle=-iQ\,\Lambda\,e^{-W},\qquad \Lambda=\langle\delta H_{xy}\,u_{0z}\rangle.$$
An upward and a downward displacement produce opposite anisotropies, but also opposite phase shifts, so their products add. The two mechanisms together give
$$f_{xy}=-iQe^{-W}\left[\frac q2g_{pd}+g_p^2\Lambda(T)\right].$$

**Q:** Which displacements enter $\Lambda$?

**A:** Let each of the four bonds, with unit vector $\mathbf n$ and length $d$, shift the $p$ levels by
$$H_{ij}=\sum_{\rm bonds}U\left(\frac dr\right)^m\hat r_i\hat r_j .$$
With $\mathbf v=\mathbf u_n-\mathbf u_0$, the length changes by $\mathbf n\cdot\mathbf v$ and the direction by $\mathbf v_\perp/d$, where $\mathbf v_\perp=\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v)$. To first order
$$\delta H_{xy}=\frac Ud\sum_{\rm bonds}\left[-m(\mathbf n\cdot\mathbf v)n_xn_y+n_xv_{\perp y}+n_yv_{\perp x}\right].$$
The threefold axis and the mirrors through a bond allow two independent correlations:
$$\langle(u_{0i}-u_{ni})u_{0j}\rangle=C_\parallel n_in_j+C_\perp(\delta_{ij}-n_in_j).$$
Since $\mathbf v$ is minus the difference in the bracket,
$$\langle(\mathbf n\cdot\mathbf v)u_{0z}\rangle=-C_\parallel n_z,\qquad \langle v_{\perp y}u_{0z}\rangle=C_\perp n_yn_z,\qquad \langle v_{\perp x}u_{0z}\rangle=C_\perp n_xn_z.$$
Every term now carries $n_xn_yn_z$. For an A site the bonds point along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. The product is $1/(3\sqrt3)$ for all four, so
$$\Lambda=\frac{4U}{3\sqrt3\,d}\left(mC_\parallel+2C_\perp\right).$$

The two ends of a bond are equivalent by inversion, so $\langle|\mathbf u_n-\mathbf u_0|^2\rangle=2\langle\mathbf u_0\cdot(\mathbf u_0-\mathbf u_n)\rangle$, and the same holds for each component. $C_\parallel$ and $C_\perp$ are thus half the mean-square relative displacements along the bond and along one direction across it. If the whole neighbourhood shifts together without turning, both vanish.

**Q:** So the optical phonons are responsible?

**A:** Out-of-phase motion of bonded neighbours is responsible. That describes the optical modes at long wavelength, but short-wave acoustic modes also move neighbours against each other. A mode of frequency $\omega$ contributes in proportion to
$$\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT},$$
which favours low frequencies.

I computed the correlations with a force field of two constants: 120 N/m for bond stretching, and 6 N/m for changes in the scalar product of two bonds at the same atom (Keating's bending term, which also responds slightly to stretching). At 300 K the three upper branches supply 36% of $\Lambda$, and the three lower ones 64%. Long acoustic waves do drop out: modes below 1 THz carry more than a tenth of $\langle u^2\rangle$ but less than 1% of $\Lambda$.

At low temperature the hyperbolic cotangent tends to 1, so zero-point motion keeps $\Lambda$ finite. At high temperature it tends to $2k_BT/\hbar\omega$, and each mode contributes in proportion to $k_BT/(M\omega^2)$. Then $\Lambda$ is linear in $T$.

**Q:** Can you put numbers to the two terms?

**A:** The electronic parameters are round choices, not values computed for germanium: $U=2$ eV, $m=2$, $q=2$ pm, $\Gamma=3$ eV, and a $d$ level $E_d=5$ eV above the $p$ level. A $p$-$d$ coupling of $w=1$ eV per bond, multiplied by $n_xn_yn_z$ and summed, gives $V=4w/(3\sqrt3)=0.77$ eV. With $E$ measured from the $p$ level and $z=E+i\Gamma/2$, inverting the two-level matrix yields
$$g_p=\frac{z-E_d}{D},\qquad g_{pd}=\frac VD,\qquad D=z(z-E_d)-V^2.$$

At $E=0$, $z=1.5i$ eV and $D=-2.84-7.50i$ eV². Thus $|g_p|=5.22/8.02=0.651$ eV⁻¹ and $|g_{pd}|=0.77/8.02=0.096$ eV⁻¹.

At 300 K the lattice model gives $C_\parallel=16.7$ and $C_\perp=41.1$ pm². With $d=245$ pm,
$$\Lambda=0.770\times\frac{2}{245}\times(2\times16.7+2\times41.1)=0.73\ \text{eV pm}.$$
With $Q=0.0666$ pm⁻¹ and $\langle u_z^2\rangle=61.2$ pm², $e^{-W}=0.873$. The amplitudes are
$$|f^{DQ}|=0.0666\times1\times0.096\times0.873=0.0056\ \text{eV}^{-1},$$
$$|f^{TMI}|=0.0666\times0.651^2\times0.73\times0.873=0.018\ \text{eV}^{-1},$$
where TMI stands for thermal-motion-induced.

From 10 to 700 K, $\langle u_z^2\rangle$ rises from 15.0 to 139.4 pm², so the static intensity is multiplied by $e^{-0.00444\times124.4}=0.58$. Over the same range $\Lambda$ rises from 0.278 to 1.609 eV pm, a factor 5.79. The thermal term alone gains $5.79^2\times0.576=19.3$ in intensity. The static term thus falls by the Debye-Waller factor, as an ordinary reflection does, while the thermal term grows nineteenfold. These values of $\langle u_z^2\rangle$ come from a finite grid of wave vectors, which misses the longest waves. They change by 1.2% between grids of 16 and 24 points per side, and since the error falls as the inverse grid size, about twice that remains. The extrapolated values, 62.7 pm² at 300 K and 142.8 pm² at 700 K, turn the two factors into 0.57 and 19.0 and lower every growth factor below by about 1.6%. $\Lambda$ is insensitive to long waves and is converged.

**Q:** But the detector sees both amplitudes together.

**A:** Yes, and they interfere. Their ratio is
$$R=\frac{f^{TMI}}{f^{DQ}}=\frac{2g_p^2\Lambda}{q\,g_{pd}}=\frac{2(z-E_d)^2\Lambda}{qVD}.$$
In this first-order expression temperature changes the size of $R$, while its phase is set by photon energy and by the signs of the couplings. At $E=0$ the phase is 77°, close to quadrature, so the cross term is modest. In units of $10^{-5}$ eV⁻²,
$$|f|^2(10\text{ K})=3.8+5.8+2.0=11.6,\qquad |f|^2(700\text{ K})=2.2+111.1+6.8=120.1,$$
where the terms are static, thermal and interference. In this first-order expression the growth is tenfold. Reversing the sign of the static term reverses the interference and makes it fourteenfold.

Three eV below the $p$ level, the first-order growth is 6 for one sign and 117 for the other. The large number is a small denominator. There $R$ has magnitude 0.89 at 10 K and phase 17°, so with the sign reversed the two terms nearly cancel in the cold crystal. Three eV above the $p$ level, nearer the $d$ level, $|z-E_d|^2$ is smaller and the static term has more weight: $|R|=0.25$ at 10 K, and the first-order growth is only 1.3 or 2.0. A growth factor therefore means little without its photon energy and the relative sign.

Growth need not be monotonic either. For opposed terms the squared magnitude of the bracket in $f_{xy}$ is proportional to $1+|R|^2-2|R|\cos\delta$, with $\delta$ the departure from exact opposition. It has a minimum at $|R|=\cos\delta$. If heating carries $|R|$ through that value, the reflection first weakens, and it grows afterwards once the rise of this expression outweighs the fall of $e^{-2W}$.

**Q:** Could I separate the terms by rotating the sample about $\mathbf Q$?

**A:** Not at this order, because both have the same $xy$ tensor. Take incident polarization perpendicular to the scattering plane, $\boldsymbol\sigma=(\cos\varphi,\sin\varphi,0)$. The tensor turns it into $(\sin\varphi,\cos\varphi,0)$. Projection on $\boldsymbol\sigma$ gives $\sin2\varphi$. The other outgoing polarization is $\boldsymbol\pi'=(\sin\theta\sin\varphi,-\sin\theta\cos\varphi,\cos\theta)$, with $\theta$ the Bragg angle, and the projection on it is $-\sin\theta\cos2\varphi$. Hence
$$I\propto\sin^22\varphi+\sin^2\theta\cos^22\varphi$$
for either mechanism. Temperature and photon energy are the useful controls.

**Q:** Will the Debye-Waller factor win in the end?

**A:** For the thermal term alone, the classical regime has $\Lambda\propto T$ and $Q^2\langle u_z^2\rangle=\kappa T$, so $I\propto T^2e^{-\kappa T}$. Setting $d\ln I/dT=2/T-\kappa$ to zero gives $Q^2\langle u_z^2\rangle=2$. The lattice model reaches this a little above 2200 K, and direct maximization of the intensity gives the same temperature to within a few kelvin. Germanium melts at roughly 1200 K, so within this harmonic model the thermal term has no turnover in the solid.

**Q:** How far should I trust the first-order formula?

**A:** I tested it against an average over 100,000 random displacements of an atom and its four neighbours, with the six-level propagator inverted for each. At $E=0$ the sampled amplitude differs from the first-order one by 6% at 300 K and 11% at 700 K, relative to the first-order value. The growth factors above are first-order values and carry errors of this origin. These differences include higher powers of the level shifts and the thermal change of the $p$-$d$ coupling.

That last change also bears on the word "static". With the $p$-level matrix held at its static value and the $p$-$d$ coupling allowed to move, the sampled amplitude at 300 K differs from the static term, $e^{-W}$ included, by 8% of that term. This is mainly a further dipole-dipole contribution. A distorted site couples $p_x$ to $d_{zx}$, the static partner of $p_y$, and likewise $p_y$ to $d_{yz}$, the partner of $p_x$. To first order this adds $g_pg_{pd}\Lambda'$ to the bracket in $f_{xy}$, where $\Lambda'$ is the correlation of these two couplings with $u_{0z}$. If the $p$-$d$ coupling varies with bond length by the same power $m$, the bond sum gives
$$\Lambda'=2\times\frac{4w}{9d}\,mC_\parallel=0.12\ \text{eV pm},$$
because the $C_\perp$ parts cancel. Relative to the static term its size is $|g_p|\Lambda'/(q/2)=0.651\times0.12/1=0.08$. The thermal term kept in the formula is far larger: at 300 K its amplitude is 3.2 times the static one.

**Q:** And how close is the example to real germanium?

**A:** The lattice constant, the photon energy of about 11.1 keV and the optical frequency near 9 THz are realistic. The transverse acoustic frequency at the zone edge is not: the model gives 3.7 THz, against roughly 2.4 THz in the real crystal. In the classical regime those modes should contribute about $(3.7/2.4)^2\approx2.4$ times as much as computed. If all three lower branches were scaled this way, $\Lambda$ at 300 K would be multiplied by $0.36+0.64\times2.4\approx1.9$. That is a crude overestimate, since the other acoustic modes are not too stiff by the same factor, but it suggests that the force field can matter more than the first-order expansion.

The phonon softening caused by thermal expansion has a smaller effect. With a rough linear expansion of $6\times10^{-6}$ K⁻¹ and a Grüneisen parameter of 1 for every mode, it lowers the frequencies by 0.7% from 300 to 700 K, and $C\propto1/\omega^2$ rises by 1.4%. This gives only the scale of the effect. In germanium the zone-edge transverse acoustic modes have a negative Grüneisen parameter and stiffen on expansion. The transverse acoustic modes above 2 THz supply about 45% of $\Lambda$ in the model, and a value of $-1$ for them cancels the rise almost completely. The estimate also leaves out the anharmonic shifts that occur even at fixed volume.

The electronic part is uncertain too. A real edge has bands rather than six levels, so the ratio and phase of the two terms must come from a band or cluster calculation, or from a fit to spectra at several temperatures. The bond-length disorder seen in X-ray absorption fine structure helps with one input, because it measures $2C_\parallel$, here 33 pm² at 300 K. That variance does not supply $C_\perp$, which has the larger weight in this example. $C_\perp$ shows instead in the mean distance, which exceeds the distance between the average sites by about $2C_\perp/d$, here 0.34 pm at 300 K. Extracting it needs a comparison with the crystallographic bond length. The measured intensities must also be corrected for absorption and taken at azimuths free of multiple-wave scattering, which can feed a forbidden reflection by a different route. The numerical output lists the values at each temperature.

## Computed values

```
lattice constant 565.8 pm, bond 245.0 pm
force constants: stretch 120, bend 6 N/m
zone-centre optical 8.98 THz, TA at X 3.67 THz
Q 0.06663 1/pm, photon energy 11100 eV
Bragg angle 36.32 deg
U 2.0 eV, power m 2, p-d bond coupling 1.0 eV
d level above p 5.0 eV, full width 3.0 eV, q 2.0 pm
T(K): <u_z^2>, C_par, C_perp (pm^2), Lambda (eV pm)
  10: 15.02, 8.90, 13.21, 0.2779
 100: 24.68, 9.50, 17.94, 0.3449
 300: 61.22, 16.68, 41.13, 0.7267
 500: 100.11, 25.90, 66.63, 1.1629
 700: 139.39, 35.51, 92.52, 1.6091
bond mean-square relative displacement, 300 K: 33.37 pm^2
grid change of <u_z^2>: 1.19 %
grid change of C, largest: 0.006 %
upper three branches' share of Lambda, 300 K: 0.363
modes below 1 THz: share of <u^2> 0.126
modes below 1 THz: share of Lambda 0.0049
at the p level: T(K), |DQ|, |TMI| (1/eV), phase TMI-DQ (deg)
  10: 0.00619, 0.00759, 77.4
 300: 0.00558, 0.01790, 77.4
 700: 0.00469, 0.03333, 77.4
intensity / its 10 K value: DQ only, TMI only, sum, DQ reversed
  10 K: 1.000, 1.00, 1.00, 1.00
 100 K: 0.958, 1.48, 1.25, 1.29
 300 K: 0.815, 5.57, 3.40, 4.09
 500 K: 0.685, 12.00, 6.67, 8.74
 700 K: 0.576, 19.31, 10.33, 14.14
growth 10 to 700 K by photon energy from p level: sum, DQ reversed
-3 eV: 6.17, 117.34
+0 eV: 10.33, 14.14
+3 eV: 1.26, 1.97
TMI-only maximum 2271 K; Q^2<u^2>=2 at 2274 K
sampled/first-order amplitude deviation, 300 K: 6.4 %
sampled/first-order amplitude deviation, 700 K: 11.2 %
sampled xx/xy ratio (noise about zero): 0.009
thermal change of DQ channel beyond exp(-W): 7.8 %
level lifetime 0.219 fs, optical period 111 fs
rough expansion 6e-06 1/K, Grueneisen 1
rise of C by softening, 300 to 700 K: 1.4 %
```
